# One-dimensional KKR with two channels and the transfer-matrix band condition: verification in Python

```python
"""
One-dimensional KKR with an even (0) and an odd (1) scattering channel.

Result under test, for a periodic array of even, non-overlapping potentials v
(range b < a/2, period a, energy E = k^2/2 > 0, atomic units):
    t = cos(d0 - d1) exp(i(d0 + d1)),  r = i sin(d0 - d1) exp(i(d0 + d1))
    det(1 - A f) = exp(i(d0 + d1))
        * [cos(d0 - d1) cos(qa) - cos(ka + d0 + d1)] / [cos(qa) - cos(ka)]
so that KKR zeros are the bands of the transfer matrix when cos(qa) != cos(ka).
d0, d1: phase shifts in cos(k|x| + d0) and sgn(x) sin(k|x| + d1)
f: diagonal matrix of channel scattering amplitudes, A: structure constants
q: Bloch wave number, t and r: transmission and reflection amplitudes
"""
import cmath
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10
ODE = dict(method="DOP853", rtol=1e-11, atol=1e-12, max_step=0.2)


def structure_matrix(ka, qa):
    """Structure constants; rows are regular waves, columns outgoing waves."""
    gap = np.cos(qa) - np.cos(ka)
    sigma, tau = np.sin(ka) / gap, np.sin(qa) / gap
    return np.array([[-1 + 1j * sigma, tau], [-tau, -1 + 1j * sigma]])


def kkr_determinant(ka, qa, d0, d1):
    f = np.diag([(cmath.exp(2j * d) - 1) / 2 for d in (d0, d1)])
    return np.linalg.det(np.eye(2) - structure_matrix(ka, qa) @ f)


# ---- Structure constants against explicit sums over sites (damped waves) ----
k_damped, period, qa_test = 0.9 + 0.15j, 5.0, 1.1
sites = np.array([n for n in range(-120, 121) if n != 0])
A_damped = structure_matrix(k_damped * period, qa_test)
error_sum = 0.0
for x in (-1.7, 0.4, 2.1):
    shift = x - sites * period
    wave = np.exp(1j * k_damped * np.abs(shift) + 1j * qa_test * sites)
    direct = np.array([wave.sum(), (-1j * np.sign(shift) * wave).sum()])
    regular = np.array([np.cos(k_damped * x), np.sin(k_damped * x)])
    error_sum = max(error_sum, np.max(np.abs(direct - regular @ A_damped)))
assert error_sum < 1e-10

# ---- Smooth potentials: everything on one side from numerical integration ----
b_test = 2.0


def smooth_well(x):
    return -0.8 * (1 - (x / b_test) ** 2) ** 2 if abs(x) < b_test else 0.0


def mixed_potential(x):
    if abs(x) >= b_test:
        return 0.0
    return 1.2 * (1 - (x / b_test) ** 2) ** 2 * math.cos(2.5 * x)


error_t = error_r = error_f = error_w = error_trace = error_det = 0.0
for potential in (smooth_well, mixed_potential):
    for energy in (0.3, 0.9, 1.7):
        k = math.sqrt(2 * energy)

        def schroedinger(x, y):
            return [y[1], 2 * (potential(x) - energy) * y[0]]

        def channels(x, y):
            v = potential(x)
            c = 2 * (v - energy)
            return [y[1], c * y[0], y[3], c * y[2],
                    2 * math.cos(k * x) * v * y[0],
                    2 * math.sin(k * x) * v * y[2]]

        u0, du0, u1, du1, int0, int1 = solve_ivp(
            channels, (0, b_test), [1.0, 0, 0, 1.0, 0, 0], **ODE).y[:, -1]
        d0 = math.atan2(-du0 / k, u0) - k * b_test
        d1 = math.atan2(u1, du1 / k) - k * b_test
        amp0, amp1 = math.hypot(u0, du0 / k), math.hypot(u1, du1 / k)
        error_w = max(error_w, abs(k * amp0 * amp1 * math.cos(d0 - d1) - 1))

        # channel amplitudes from the Green-function integral
        for d, amp, integral in ((d0, amp0, int0), (d1, amp1, int1)):
            from_integral = -1j / k * integral * cmath.exp(1j * d) / amp
            from_phase = 1j * cmath.exp(1j * d) * math.sin(d)
            error_f = max(error_f, abs(from_integral - from_phase))

        # transmitted wave carried backwards through the potential
        out = cmath.exp(1j * k * b_test)
        psi, dpsi = solve_ivp(schroedinger, (b_test, -b_test),
                              np.array([out, 1j * k * out]), **ODE).y[:, -1]
        incident = (psi + dpsi / (1j * k)) / 2 * out
        reflected = (psi - dpsi / (1j * k)) / 2 / out
        phase = cmath.exp(1j * (d0 + d1))
        error_t = max(error_t, abs(1 / incident - math.cos(d0 - d1) * phase))
        error_r = max(error_r, abs(reflected / incident
                                   - 1j * math.sin(d0 - d1) * phase))

        # half trace of the transfer matrix of one complete cell
        span = (-period / 2, period / 2)
        first = solve_ivp(schroedinger, span, [1.0, 0.0], **ODE).y[:, -1]
        second = solve_ivp(schroedinger, span, [0.0, 1.0], **ODE).y[:, -1]
        half_trace = (first[0] + second[1]) / 2
        ka = k * period
        band_side = math.cos(ka + d0 + d1) / math.cos(d0 - d1)
        error_trace = max(error_trace, abs(half_trace - band_side))
        expected = (phase * math.cos(d0 - d1) * (math.cos(qa_test) - half_trace)
                    / (math.cos(qa_test) - math.cos(ka)))
        error_det = max(error_det, abs(
            kkr_determinant(ka, qa_test, d0, d1) - expected))
for error in (error_t, error_r, error_f, error_w, error_trace, error_det):
    assert error < 1e-7

# ---- Exceptional point: a delta comb state that scatters nowhere ----
strength, k_node = 0.7, math.pi / period
d0_delta = math.atan(-strength / k_node)
free = np.array([[math.cos(math.pi), math.sin(math.pi) / k_node],
                 [-k_node * math.sin(math.pi), math.cos(math.pi)]])
trace_delta = np.trace(free @ np.array([[1, 0], [2 * strength, 1]])) / 2
det_delta = abs(kkr_determinant(math.pi, math.pi - 1e-3, d0_delta, 0.0))
assert abs(trace_delta + 1) < 1e-12
assert abs(det_delta - math.cos(d0_delta)) < 1e-6 and det_delta > 0.1

# ---- Worked example: periodic square barriers ----
height_ev, width_ang, period_ang = 6.0, 1.0, 3.0
height = height_ev / HARTREE_EV
half_width = width_ang / 2 / BOHR_ANG
a = period_ang / BOHR_ANG


def barrier_phases(energy_ev):
    """k, d0, d1 of one barrier from logarithmic matching at its edge."""
    energy = energy_ev / HARTREE_EV
    k = math.sqrt(2 * energy)
    inner = cmath.sqrt(2 * (energy - height))
    tangent = cmath.tan(inner * half_width)
    d0 = math.atan((inner * tangent).real / k) - k * half_width
    d1 = math.atan(k * (tangent / inner).real) - k * half_width
    return k, d0, d1


def barrier_half_trace(energy_ev):
    """Half trace from the product of the barrier and free-region matrices."""
    energy = energy_ev / HARTREE_EV
    product = np.eye(2, dtype=complex)
    for v, length in ((height, 2 * half_width), (0.0, a - 2 * half_width)):
        p = cmath.sqrt(2 * (energy - v))
        c, s = cmath.cos(p * length), cmath.sin(p * length)
        product = np.array([[c, s / p], [-p * s, c]]) @ product
    return (np.trace(product) / 2).real


def plane_wave_states(qa, n_max=100):
    """Bloch energies in eV and plane-wave coefficients."""
    n = np.arange(-n_max, n_max + 1)
    g = 2 * np.pi * (n[:, None] - n[None, :]) / a
    hamiltonian = height * 2 * half_width / a * np.sinc(g * half_width / np.pi)
    hamiltonian = hamiltonian + np.diag(((qa + 2 * np.pi * n) / a) ** 2 / 2)
    values, vectors = np.linalg.eigh(hamiltonian)
    return values * HARTREE_EV, vectors


qa = math.pi / 3


def kkr_without_poles(energy_ev):
    """Real KKR determinant times the factor that removes its poles."""
    k, d0, d1 = barrier_phases(energy_ev)
    det = kkr_determinant(k * a, qa, d0, d1) * cmath.exp(-1j * (d0 + d1))
    return det.real * (math.cos(qa) - math.cos(k * a))


grid = np.linspace(0.053, 30.0, 500)
samples = [kkr_without_poles(e) for e in grid]
bands = [brentq(kkr_without_poles, grid[i], grid[i + 1], xtol=1e-12)
         for i in range(len(grid) - 1) if samples[i] * samples[i + 1] < 0]
reference = plane_wave_states(qa)[0][:3]
assert len(bands) == 3
assert np.max(np.abs(np.array(bands) - reference)) < 1e-5
for e in bands:
    assert abs(barrier_half_trace(e) - math.cos(qa)) < 1e-8


def edge(channel, target):
    """Energy in eV at which ka/2 + d(channel) equals the target angle."""
    def mismatch(e):
        values = barrier_phases(e)
        return values[0] * a / 2 + values[1 + channel] - target
    return brentq(mismatch, 0.01, 30.0, xtol=1e-12)


bottom = edge(0, 0.0)
gap1_low, gap1_high = edge(1, math.pi / 2), edge(0, math.pi / 2)
gap2_low, gap2_high = edge(1, math.pi), edge(0, math.pi)
centre_energies = plane_wave_states(0.0)[0][:3]
boundary_energies, boundary_vectors = plane_wave_states(math.pi)
assert np.allclose([bottom, gap2_low, gap2_high], centre_energies, atol=1e-5)
assert np.allclose([gap1_low, gap1_high], boundary_energies[:2], atol=1e-5)
# cell-averaged density is one, so these are relative densities at the centre
density_low = boundary_vectors[:, 0].sum() ** 2
density_high = boundary_vectors[:, 1].sum() ** 2
assert density_low < 1e-6 and density_high > 0.25

e1 = bands[0]
k, d0, d1 = barrier_phases(e1)
ka = k * a
t = math.cos(d0 - d1) * cmath.exp(1j * (d0 + d1))
r = 1j * math.sin(d0 - d1) * cmath.exp(1j * (d0 + d1))
denominator = math.cos(qa) - math.cos(ka)
sigma, tau = math.sin(ka) / denominator, math.sin(qa) / denominator
cot0, cot1 = 1 / math.tan(d0), 1 / math.tan(d1)
left_side = (cot0 + sigma) * (cot1 + sigma)
assert abs(left_side - tau ** 2) < 1e-7 * max(1, tau ** 2)
middle = (gap1_low + gap1_high) / 2
km, d0m, d1m = barrier_phases(middle)
trace_middle = barrier_half_trace(middle)
assert abs(trace_middle) > 1
assert abs(trace_middle
           - math.cos(km * a + d0m + d1m) / math.cos(d0m - d1m)) < 1e-9

print(f"barrier height: {height_ev:.3f} eV")
print(f"barrier width: {width_ang:.3f} angstrom")
print(f"period a: {period_ang:.3f} angstrom")
print(f"Bloch phase qa: {qa:.6f} rad; cos qa: {math.cos(qa):.6f}")
for number, (e, ref) in enumerate(zip(bands, reference), 1):
    print(f"band {number} at this q, KKR: {e:.6f} eV")
    print(f"band {number} at this q, plane waves: {ref:.6f} eV")
print("Lowest band at this q:")
print(f"k: {k / BOHR_ANG:.6f} 1/angstrom")
print(f"ka: {ka:.6f} rad; cos ka: {math.cos(ka):.6f}")
print(f"d0: {d0:.6f} rad")
print(f"d1: {d1:.6f} rad")
print(f"cos(d0-d1): {math.cos(d0 - d1):.6f}")
print(f"cos(ka+d0+d1): {math.cos(ka + d0 + d1):.6f}")
print(f"t: {t.real:.6f} {t.imag:+.6f} i (dimensionless)")
print(f"r: {r.real:.6f} {r.imag:+.6f} i (dimensionless)")
print(f"transmission |t|^2: {abs(t) ** 2:.6f}")
print(f"reflection |r|^2: {abs(r) ** 2:.6f}")
print(f"sigma: {sigma:.6f}; tau: {tau:.6f} (dimensionless)")
print(f"cot d0: {cot0:.6f}; cot d1: {cot1:.6f}")
print(f"(cot d0+sigma)(cot d1+sigma): {left_side:.6f}")
print(f"tau^2: {tau ** 2:.6f}")
print(f"half trace of transfer matrix: {barrier_half_trace(e1):.6f}")
print("Band edges from the parity equations:")
print(f"bottom of band 1 (even, qa=0): {bottom:.6f} eV")
print(f"top of band 1 (odd, qa=pi): {gap1_low:.6f} eV")
print(f"bottom of band 2 (even, qa=pi): {gap1_high:.6f} eV")
print(f"top of band 2 (odd, qa=0): {gap2_low:.6f} eV")
print(f"bottom of band 3 (even, qa=0): {gap2_high:.6f} eV")
print(f"first gap: {gap1_high - gap1_low:.6f} eV")
print(f"first gap, converted: {(gap1_high - gap1_low) / HARTREE_EV:.6f} hartree")
print(f"second gap: {gap2_high - gap2_low:.6f} eV")
print(f"centre density / cell mean, top of band 1: {density_low:.1e}")
print(f"centre density / cell mean, bottom of band 2: {density_high:.4f}")
print(f"middle of first gap: {middle:.6f} eV")
print(f"half trace there: {trace_middle:.6f}")
print(f"single-barrier |t|^2 there: {math.cos(d0m - d1m) ** 2:.6f}")
print("Largest deviations in the tests (atomic units or dimensionless):")
print(f"site sums: {error_sum:.1e}; Green integral: {error_f:.1e}")
print(f"t: {error_t:.1e}; r: {error_r:.1e}; Wronskian: {error_w:.1e}")
print(f"half trace: {error_trace:.1e}; KKR determinant: {error_det:.1e}")
print(f"delta comb, ka=pi: half trace {trace_delta:.6f}")
print(f"delta comb, ka=pi, qa near pi: |det| {det_delta:.6f}")
print("finished without a failed check")
```

Printed output:

```
barrier height: 6.000 eV
barrier width: 1.000 angstrom
period a: 3.000 angstrom
Bloch phase qa: 1.047198 rad; cos qa: 0.500000
band 1 at this q, KKR: 2.107111 eV
band 1 at this q, plane waves: 2.107111 eV
band 2 at this q, KKR: 13.670370 eV
band 2 at this q, plane waves: 13.670370 eV
band 3 at this q, KKR: 24.889069 eV
band 3 at this q, plane waves: 24.889069 eV
Lowest band at this q:
k: 0.743673 1/angstrom
ka: 2.231020 rad; cos ka: -0.613294
d0: -0.936805 rad
d1: -0.041315 rad
cos(d0-d1): 0.625137
cos(ka+d0+d1): 0.312568
t: 0.349191 -0.518519 i (dimensionless)
r: -0.647397 -0.435983 i (dimensionless)
transmission |t|^2: 0.390796
reflection |r|^2: 0.609204
sigma: 0.709476; tau: 0.777895 (dimensionless)
cot d0: -0.735246; cot d1: -24.190518
(cot d0+sigma)(cot d1+sigma): 0.605120
tau^2: 0.605120
half trace of transfer matrix: 0.500000
Band edges from the parity equations:
bottom of band 1 (even, qa=0): 1.678191 eV
top of band 1 (odd, qa=pi): 4.497654 eV
bottom of band 2 (even, qa=pi): 7.630716 eV
top of band 2 (odd, qa=0): 17.820415 eV
bottom of band 3 (even, qa=0): 19.777534 eV
first gap: 3.133061 eV
first gap, converted: 0.115138 hartree
second gap: 1.957119 eV
centre density / cell mean, top of band 1: 5.6e-19
centre density / cell mean, bottom of band 2: 1.6811
middle of first gap: 6.064185 eV
half trace there: -1.176486
single-barrier |t|^2 there: 0.720797
Largest deviations in the tests (atomic units or dimensionless):
site sums: 8.0e-16; Green integral: 3.0e-13
t: 2.4e-12; r: 1.6e-12; Wronskian: 1.0e-12
half trace: 1.5e-10; KKR determinant: 2.4e-10
delta comb, ka=pi: half trace -1.000000
delta comb, ka=pi, qa near pi: |det| 0.667977
finished without a failed check
```
